# Random-phase instability of a melt of symmetric diblock copolymers

A melt consists of identical diblock copolymers. Each chain has $N$ segments, the first half of type A and the second half of type B. Both types have segment volume $v$ and segment length $a$, and the chains are Gaussian. The melt is incompressible, so the volume fractions obey $\phi_A+\phi_B=1$. Unlike contacts cost $\chi\,\phi_A\phi_B$ per segment volume, in units of $kT$, which is set to 1 in the algebra. Define

$$\psi=\tfrac12(\phi_A-\phi_B),\qquad R_g^2=\frac{Na^2}{6},\qquad x=q^2R_g^2 .$$

The questions are how this melt responds to a weak periodic field, when the response diverges, and what the divergence means for a real melt.

## (a) Correlations of non-interacting chains

**Find the correlations $S_{AA}$ and $S_{AB}$ of the two block densities when $\chi=0$ and incompressibility is not yet imposed.**

Label positions along a chain by the fraction $s$, from 0 to 1. The vector $\mathbf R$ between points $s$ and $t$ is Gaussian, with variance $Na^2|s-t|/3$ per component. Averaging a phase over a Gaussian gives the exponential of minus half the variance of the phase:

$$\langle e^{i\mathbf q\cdot\mathbf R}\rangle=e^{-q^2Na^2|s-t|/6}=e^{-x|s-t|}.$$

Normalize the correlations per segment, $S_{ij}=\langle\phi_i(\mathbf q)\phi_j(-\mathbf q)\rangle/(vV)$. For $n$ chains the volume is $V=nNv$. Different chains are uncorrelated, so only pairs on the same chain contribute. The prefactor is $v^2nN^2/(vV)=N$, and

$$\frac{S_{ij}}{N}=\int_i ds\int_j dt\;e^{-x|s-t|}.$$

For two points on the same block, take $t<s$ and double:

$$\frac{S_{AA}}{N}=2\int_0^{1/2}\!\frac{1-e^{-xs}}{x}\,ds=\frac{2}{x^2}\left(\frac x2+e^{-x/2}-1\right).$$

By symmetry $S_{BB}=S_{AA}$. For points on different blocks the integrals factorize:

$$\frac{S_{AB}}{N}=\frac{e^{x/2}-1}{x}\cdot\frac{e^{-x/2}-e^{-x}}{x}=\frac{(1-e^{-x/2})^2}{x^2}.$$

## (b) Response of the interacting melt

**Apply weak fields $h_A$, $h_B$ per segment. Find the structure factor $S(q)$ of $\psi$ in the random-phase approximation.**

In this approximation the chains respond as if free, but to the total mean field. Differentiating the contact energy with respect to $\phi_A$ gives $\chi\phi_B$, and vice versa. A pressure-like field $\xi$, equal for both types, enforces incompressibility:

$$U_A=h_A+\chi\,\delta\phi_B+\xi,\qquad U_B=h_B+\chi\,\delta\phi_A+\xi .$$

The Boltzmann factor gives $\delta\phi_i=-\sum_jS_{ij}U_j$. Subtract the B equation from the A equation and use $\delta\phi_A-\delta\phi_B=2\psi$:

$$2\psi=-(S_{AA}-S_{AB})(U_A-U_B),\qquad U_A-U_B=h-2\chi\psi,$$

where $h=h_A-h_B$. The field $\xi$ has cancelled. With $S_0=(S_{AA}-S_{AB})/2$,

$$\psi=-S_0(h-2\chi\psi)\quad\Rightarrow\quad\psi=-\frac{S_0}{1-2\chi S_0}\,h .$$

In an incompressible melt the fields couple to $\psi$ through $h\psi$, so the coefficient of $-h$ is the structure factor. Write $S_0=NG(x)$ and insert part (a):

$$\boxed{\frac{N}{S(q)}=\frac1{G(x)}-2\chi N,\qquad G(x)=\frac{x-3+4e^{-x/2}-e^{-x}}{2x^2}}$$

A finite compressibility would add the same term, proportional to $\delta\phi_A+\delta\phi_B$, to both fields. It too cancels in the difference, so for equal blocks it does not move the divergence of $\psi$.

## (c) Where the response diverges

**As $\chi N$ rises from zero, at which wavenumber and which $\chi N$ does $S$ first diverge? Compare with a blend in which every chain has been cut at its junction.**

The denominator vanishes first where $G$ is largest. Consider the limits. At small $x$ the numerator of $G$ starts at third order and equals $x^3/12$, so $G\simeq x/24$. At large $x$, $G\simeq1/(2x)$. The response is therefore weak at both ends. At long wavelengths each chain carries equal amounts of A and B, and connectivity prevents their separation over large distances. At short wavelengths few segments act together.

To show that there is a single maximum, let $n(x)$ be the numerator. Then $n'=(1-e^{-x/2})^2$ and $G'=(xn'-2n)/(2x^3)$. With $y=x/2$ this becomes $G'=u/x^3$, where

$$u(y)=y(1-e^{-y})^2-(2y-3+4e^{-y}-e^{-2y}).$$

The derivative of the second bracket is $2(1-e^{-y})^2$, so

$$u'(y)=(1-e^{-y})\left[2ye^{-y}-(1-e^{-y})\right].$$

The square bracket has the sign of $2y+1-e^y$. This function is concave, starts at zero with slope $+1$ and tends to $-\infty$, so it changes sign once, from plus to minus. Hence $u$ rises from $u(0)=0$, then falls towards $-\infty$, and has one positive zero. Solving $u=0$ numerically gives

$$x^*=3.785,\qquad q^*R_g=1.946,\qquad G(x^*)=0.04764 .$$

The divergence occurs at

$$\boxed{(\chi N)_s=\frac{1}{2G(x^*)}=\frac{20.990}{2}=10.495}$$

For the cut chains $S_{AB}=0$, and $G$ is replaced by $S_{AA}/(2N)$. Its integrand $e^{-x|s-t|}$ decreases with $x$, so the maximum lies at $q=0$, where $S_{AA}/N=1/4$. The blend becomes unstable at $\chi N=4$, with a macroscopic wavelength. The junction raises the threshold and makes the wavelength finite.

## (d) What the divergence means in mean field

**Show that the uniform melt loses stability at $(\chi N)_s$, and find how a lamellar wave grows beyond it.**

Let an outside field hold a small wave $\psi=A\cos q^*z$. Measured per chain, the amplitude of the required field is

$$h=-\left(\frac1{G(x^*)}-2\chi N\right)A .$$

At $\chi N=8$ this is $-4.990A$: the field must pull the wave up. At $\chi N=11$ it is $+1.010A$: the field must hold the wave back. A numerical solution of the nonlinear self-consistent field equations, which does not use $G$, gives the same two values at small amplitude.

The free energy $F$ per chain, relative to the uniform melt, follows from the work of this field. The spatial average of $\cos^2$ is $1/2$, so $dF/dA=-h/2$. Integrate, and add the next term $BA^4$:

$$F=\tfrac12\left[(\chi N)_s-\chi N\right]A^2+BA^4 .$$

Odd powers are absent because $A\to-A$ merely shifts the wave by half a period. Setting $dF/dA=0$ for $A\neq0$ gives

$$\chi N=(\chi N)_s+b_1A^2,\qquad b_1=4B,\qquad F=-\tfrac14b_1A^4 .$$

The sign of $b_1$ decides whether the growth is continuous. The field equations, solved at the fixed period $2\pi/q^*$ for $A=0.05$, $0.10$ and $0.15$, give $b_1=9.77$. Extrapolated to $A=0$, they give a threshold of 10.495, in agreement with part (c). Since $b_1>0$, the lamellar amplitude grows continuously from zero. At $\chi N=11$ the leading-order amplitude is $A=\sqrt{0.505/9.77}=0.23$, so to this order $\phi_A$ varies between about 0.27 and 0.73. The full field equations give a slightly smaller amplitude, 0.21. This calculation follows lamellae and does not compare them with other patterns.

## (e) What fluctuations do to the divergence

**Estimate the response at $(\chi N)_s$, and the value of $\chi N$ at which lamellae form, when composition fluctuations are included.**

Three approximations are made. The quartic energy is taken as a local term $b\psi^4$ per chain. Fluctuations are treated as Gaussian (the Hartree approximation). Only waves near $q^*$ are counted.

The average of $\cos^4$ is $3/8$, so $B=3b/8$ and $b=2b_1/3=6.51$. Let $r=N/S(q^*)$ and $\tau=2[(\chi N)_s-\chi N]$, which is the value of $r$ without fluctuations. The quadratic energy is $\tfrac12\tau\psi^2$. The Hartree replacement $\psi^4\to6\langle\psi^2\rangle\psi^2$ turns it into $\tfrac12r\psi^2$ with

$$r=\tau+12b\langle\psi^2\rangle .$$

Near the peak $N/S=r+K(q-q^*)^2$. Since $x-x^*\simeq2q^*R_g^2(q-q^*)$, and the second derivative of $1/G$ at $x^*$ is $0.9624$,

$$K=2(0.9624)\,x^*R_g^2=7.286\,R_g^2 .$$

The fluctuations near $q^*$ then sum to

$$\langle\psi^2\rangle=v\int\!\frac{d^3q}{(2\pi)^3}S(q)\simeq\frac{Nv\,q^{*2}}{2\pi^2}\int_{-\infty}^{\infty}\!\frac{dk}{r+Kk^2}=\frac{Nv\,q^{*2}}{2\pi\sqrt{Kr}} .$$

With $\bar N=Na^6/v^2$ one has $Nv/R_g^3=6^{3/2}/\sqrt{\bar N}$. Therefore

$$r=\tau+\frac{\Gamma}{\sqrt r},\qquad\Gamma=\frac{12b\,6^{3/2}x^*}{2\pi\sqrt{7.286}\,\sqrt{\bar N}}=\frac{256.2}{\sqrt{\bar N}} .$$

As $r\to0$ the last term grows without limit, so no finite $\tau$ gives $r=0$. In this approximation the divergence is gone. At the mean-field spinodal, $\tau=0$ and $r=\Gamma^{2/3}=40.3\,\bar N^{-1/3}$.

Now let a wave $A\cos q^*z$ be present, with fluctuations $\delta$ around it. Its mean square $A^2/2$ adds to $\langle\delta^2\rangle$:

$$r=\tau+\frac{\Gamma}{\sqrt r}+6bA^2 .$$

The terms in the energy $\Phi$ that contain $A$ explicitly are $\tau A^2/4+3bA^4/8+3b\langle\delta^2\rangle A^2$. The fluctuation strength also changes with $A$, but in the Hartree approximation it is chosen to make $\Phi$ stationary, so its change does not contribute to first order. Only the explicit terms need to be differentiated, and the force on the amplitude is

$$\frac{d\Phi}{dA}=\frac A2\left(\tau+12b\langle\delta^2\rangle+3bA^2\right)=\frac A2\left(r-3bA^2\right).$$

The lamellar phase has zero force at $A\ne0$, so $r_o=3bA^2$, and the equation for $r$ becomes $-r_o=\tau+\Gamma/\sqrt{r_o}$. The disordered phase has $r_d=\tau+\Gamma/\sqrt{r_d}$. The phases coexist when the work from $A=0$ to the lamellar amplitude vanishes. Differentiating the equation for $r$ gives $12bA\,dA=(1+\tfrac12\Gamma r^{-3/2})\,dr$. Multiplied by $24b$, the first part of the work is

$$\int_{r_d}^{r_o}\left(r+\frac{\Gamma}{2\sqrt r}\right)dr=\frac{r_o^2-r_d^2}{2}+\Gamma(\sqrt{r_o}-\sqrt{r_d}),$$

and the second part is $-24b\cdot3bA^4/8=-r_o^2$. The condition is

$$-\tfrac12(r_o^2+r_d^2)+\Gamma(\sqrt{r_o}-\sqrt{r_d})=0 .$$

Solved together, the three equations give $\tau=-2.031\,\Gamma^{2/3}$, with $r_d=0.201\,\Gamma^{2/3}$ and $r_o=1.059\,\Gamma^{2/3}$. Since $\chi N=(\chi N)_s-\tau/2$,

$$\boxed{(\chi N)_{\rm order}\simeq10.495+41.0\,\bar N^{-1/3}}$$

The lamellar amplitude is finite at coexistence, so the transition has become first order. The mean-field result is recovered as $\bar N\to\infty$.

## (f) Numbers for a line-patterning polymer

**Take $\chi=0.04$, $a=0.7$ nm, $v=0.17$ nm³ and $T=500$ K. Find the chain length and period at the spinodal, describe a chain with $N=200$, and size the neglected effects.**

These are rough values in the regime of polystyrene-block-poly(methyl methacrylate). The contact energy is $\chi kT=0.04\times43.1=1.7$ meV. At the spinodal

$$N=\frac{10.495}{0.04}=262,\qquad R_g=0.7\sqrt{\frac{262.4}{6}}=4.63\ \text{nm},\qquad\frac{2\pi}{q^*}=\frac{2\pi(4.63)}{1.946}=14.9\ \text{nm}.$$

**A shorter chain.** For $N=200$, $\chi N=8$ and $r=20.990-16=4.990$. The mean-field peak is $S=200/4.990=40$, against 9.5 at $\chi=0$. The melt is disordered, but it already shows a preferred wavelength of 13.1 nm. The mean-field correlation length, defined by $\xi^2=K/r$, is $\sqrt{7.286/4.990}\times4.04=4.9$ nm, less than one period.

**Fluctuations.** For the chain with $N=200$, the equation $r=\tau+\Gamma/\sqrt r$ gives $r=8.1$ instead of 4.99, which lowers the peak from 40 to 25 and the correlation length from 4.9 to 3.8 nm. At $N=262$, $\bar N=1068$ and part (e) gives $r=40.3/1068^{1/3}=3.9$ instead of zero. Because $\bar N$ depends on $N$, the ordering condition must be solved for $N$ at fixed $\chi$. The result is $N=353$, where $\bar N=1437$ and $\chi N=10.5+41.0/1437^{1/3}=14.1$. The required chain is 35% longer than at the spinodal. If $q^*R_g$ kept its random-phase value, the period there would be 17.3 nm, and a guide pattern that leaves room for four periods would have a pitch of 69 nm. Lamellae stretch as $\chi N$ rises, however. The mean-field equations at $\chi N=14.1$, solved for the period of lowest free energy, give a period 13% longer, 19.5 nm, and a pitch of 78 nm. These figures are rough estimates, because two assumptions of part (e) are strained for such short chains. The shell integral needs a narrow peak, but the half-width at the spinodal is $\sqrt{3.95/7.286}=0.74$ in units of $1/R_g$, which is not small beside $q^*R_g=1.95$. The rate at which $\langle\psi^2\rangle$ changes with $r$, integrated over the full $S(q)$, is about 1.5 times the shell value at $r=3.95$ and twice the shell value at $r=8.1$. The quartic energy needs a weak wave, but $r_o=3bA^2$ gives $A=0.44$ at the ordering point, so that $\phi_A$ would vary between 0.06 and 0.94, which is not a weak wave.

**Unequal chain lengths.** Let chain lengths follow a Schulz distribution with weight-to-number ratio 1.05, both blocks scaling together. The spinodal, in terms of the number-average length, falls from 10.495 to 10.14, or by 3%. The value of $x^*$ falls to 3.50, which lengthens the period by 4% at fixed average length.

**Stiffness.** Replace the Gaussian chain by 44 freely jointed rigid bonds of about 1.7 nm (a rough value), with the same mean square end-to-end distance. If the chain's material is placed at the joints, the spinodal lies between 10.47 and 10.50 and the period grows by 0.7 to 1.9%, depending on how the joints at the ends and the middle are counted. If it is spread evenly along the bonds, the spinodal becomes 10.2 and the period shrinks by 1.3%. In both cases the effect is small.

**Contact parameter and temperature.** If $\chi$ is 0.032 or 0.048, the spinodal chain length is 328 or 219 and the period there 16.7 or 13.6 nm. If $\chi$ varied as $1/T$, a melt 20 K hotter would need $N=273$, or 4% more. In polystyrene-block-poly(methyl methacrylate) $\chi$ depends more weakly on temperature, so the change there is smaller.

**Unequal blocks.** When $S_{AA}\ne S_{BB}$, setting $\delta\phi_B=-\delta\phi_A$ in the response equations gives

$$\frac1S=\frac{S_{AA}+S_{BB}+2S_{AB}}{S_{AA}S_{BB}-S_{AB}^2}-2\chi .$$

The sign of the cross term matters: $+2S_{AB}$ describes one density replacing the other, whereas $-2S_{AB}$ would describe both densities rising together, which incompressibility forbids. For an A fraction of 0.45 the spinodal is 10.70, or 2% above the value for equal blocks. Exchanging the names A and B leaves the spinodal unchanged, so for a small departure from equal blocks the shift is of second order in the departure.

**The real case.** Among the effects sized here, fluctuations and the uncertainty of $\chi$ matter most. The mean-field number 10.495 locates the instability of the model, and a chain chosen to sit just above it would, by the estimate of part (e), still be disordered. Patterning also takes place in thin films on prepared surfaces, whose preference for one block is not included here. The pitch of roughly 70 to 80 nm therefore refers to a bulk-like period at the estimated ordering point, with the stated $\chi$, $a$ and $v$. Simulations of symmetric diblock melts place the ordering point above the Hartree estimate at such $\bar N$: a published fit adds about $123\,\bar N^{-0.56}$ to the formula of part (e), which here would mean $\chi N\approx16$, $N\approx400$ and a period at least 6% longer. The value of $\chi$ also depends on the theory used to extract it from experiment. The pitch is a starting value for a design, to be replaced by the measured period of the actual polymer.

## Calculated quantities

```
x* = q*^2 Rg^2: 3.7852
q* Rg: 1.9456
G(x*): 0.047642
1/G(x*): 20.9897
spinodal chi N: 10.4949
spinodal chi N from field solver: 10.4949
holding field h/A at chi N = 8: -4.9902 kT per chain
holding field h/A at chi N = 11: 1.0098 kT per chain
b1 in chi N = spinodal + b1 A^2: 9.765
second derivative of 1/G at x*: 0.9624
K (N/S = r + K(q-q*)^2): 7.286 Rg^2
quartic coefficient b: 6.510 kT per chain
Gamma*sqrt(Nbar): 256.2
coexistence tau/Gamma^(2/3): -2.0308
r/Gamma^(2/3), disordered, lamellar: 0.2008, 1.0591
N/S(q*) at spinodal, times Nbar^(1/3): 40.34
ordering shift of chi N, times Nbar^(1/3): 40.96
input chi: 0.040
input segment length a: 0.70 nm
input segment volume v: 0.17 nm^3
input temperature: 500 K
kT: 43.09 meV; chi kT: 1.72 meV
spinodal N: 262.4 segments
Rg at spinodal N: 4.63 nm
period at spinodal N: 14.95 nm
short chain N: 200; chi N: 8.00
short chain N/S(q*): 4.990
short chain S(q*): 40.08
short chain S(q*) at chi = 0: 9.53
short chain period 2 pi/q*: 13.05 nm
short chain correlation length: 4.88 nm
Nbar at spinodal N: 1068
Hartree N/S(q*) there: 3.95
Hartree ordering N: 353 segments
Hartree ordering chi N: 14.12
Nbar at ordering N: 1437
period at ordering N: 17.34 nm
guide pitch for 4 periods: 69.4 nm
dispersity 1.05: spinodal chi N_n 10.145
dispersity 1.05: x* 3.504
A fraction 0.45: spinodal chi N 2.918
input Kuhn length: 1.7 nm; bonds: 44
stiff chain: spinodal chi N 10.466
stiff chain: x* 3.732
stiff chain: period change 0.71 %
chi 0.032: spinodal N 328, period 16.7 nm
chi 0.048: spinodal N 219, period 13.6 nm
20 K hotter, chi ~ 1/T: spinodal N 272.9
```
